The quadratic threshold law of internal photoemission from a metal, part 1

(Sections cited here and not found follow in the second part.)

## I. The theorem and its proof

Light absorbed in a metal gate can lift an electron over the barrier into the conduction band of the neighbouring oxide. Let Y be the number of electrons emitted into the oxide per photon absorbed in the metal, hν the photon energy, and Φ the height of the barrier top above the Fermi level of the metal. In the classical model treated first, Y·hν grows just above threshold as (hν − Φ)², so a plot of √(Y·hν) against hν is a straight line that meets the axis at Φ. Where the model holds, a band offset can be found from a photocurrent in this way, once the lowering of the barrier by the field and the image force is added back.

Theorem. Under assumptions A1 to A6 below, with Δ = hν − Φ > 0 and all other parameters held fixed, as Δ → 0

Y = [B μ Δ² / (8 W hν)] · [1 + κΔ + O(Δ²)],

κ = −(2 / 3W) · [1 − μ(1 − β)/4].

Here W = E_F + Φ is the height of the barrier top above the bottom of the metal band, E_F being the depth of the band below the Fermi level. The mass ratio is μ = m_ox/m_metal. B is the probability that an excited electron moving straight towards the interface arrives there without being scattered. β is the mean starting distance of those arriving electrons, divided by the mean free path ℓ.

Energies E are measured from the Fermi level, and distances z in the metal are measured from the interface. The angle θ lies between the electron's velocity and the normal pointing into the oxide, and u = cos θ.

Assumptions.

A1. The temperature is zero. The density of initial states, the density of final states and the optical matrix element do not depend on energy over the range used. The occupied band is deeper than hν. Each absorbed photon excites one electron.

A2. The excited electrons have all directions with equal probability, at every depth.

A3. The metal and the oxide have isotropic parabolic bands. The relevant oxide minimum lies at zero in-plane wave vector.

A4. An electron that scatters in the metal is lost. The mean free path ℓ does not depend on energy. An electron that starts away from the interface is also lost, so reflection at the far face of the gate is left out.

A5. The interface is flat and uniform, so the in-plane wave vector is conserved.

A6. Every electron that reaches the interface and is allowed to cross by energy and in-plane momentum does cross. No other electron does.

Assumption A6 is classical. It is a substantial restriction, and the second half shows what happens without it.

Lemma 1 (excitation). The energy E of an excited electron is distributed with the constant density

p(E) = 1/hν for 0 < E < hν.

Proof. An electron that ends at energy E started at E − hν. At zero temperature the initial state is occupied if E − hν < 0, and the final state is empty if E > 0. Together these conditions give 0 < E < hν. By A1 the rate is a product of three constants inside this interval, so it is uniform. The interval has length hν, and the total probability is one, which gives p = 1/hν. ∎

An electron can be emitted if its final energy exceeds Φ. Its initial energy then exceeds Φ − hν = −Δ. The emitted electrons therefore come from a layer of thickness Δ below the Fermi level. This layer supplies one of the two powers of Δ. The other comes from the directions in which an electron can leave.

Lemma 2 (escape cone). An electron of energy E > Φ can cross if u > 0 and

sin²θ ≤ s(E), with s(E) = μ(E − Φ)/(E_F + E),

provided that s(E) < 1.

Proof. The kinetic energy in the metal, counted from the bottom of its band, is

ħ²k²/(2m_metal) = E_F + E.

The in-plane wave vector is k∥ = k sin θ, so that

ħ²k∥²/(2m_metal) = (E_F + E) sin²θ.

By A5 the same k∥ is carried into the oxide. There the in-plane motion has a different mass, and takes the energy

E∥ = ħ²k∥²/(2m_ox)
= (m_metal/m_ox)(E_F + E) sin²θ
= (E_F + E) sin²θ / μ.

At the barrier top the energy left for motion along the normal is

E_n = E − Φ − E∥.

Classical passage needs E_n ≥ 0, that is,

(E_F + E) sin²θ / μ ≤ E − Φ.

Multiplication by μ and division by E_F + E, both positive, gives the stated condition. ∎

Remark on the mass. If μ = 1, the condition can be written with cos²θ = 1 − sin²θ:

(E_F + E) cos²θ ≥ (E_F + E) − (E − Φ) = E_F + Φ = W.

The kinetic energy of the normal motion in the metal must then exceed the full step W. For μ < 1 the cone is narrower than this. The light oxide electron needs more energy to carry a given in-plane momentum, and less remains for crossing the barrier. At leading order the yield is proportional to μ when the other quantities in the theorem are held fixed.

Lemma 3 (arrival). Let g(z) be the probability density of the absorption depth, with ∫g dz = 1 over the metal. An electron travelling at direction cosine u > 0 reaches the interface unscattered with probability

B(u) = ∫ g(z) e^(−z/(ℓu)) dz.

Near u = 1,

B(u) = B·[1 − β(1 − u)] + O((1 − u)²),

where B = B(1) and

β = (1/(ℓB)) ∫ z g(z) e^(−z/ℓ) dz.

Proof. The path from depth z to the interface has length z/u. The chance of completing it without scattering is e^(−z/(ℓu)), and averaging over depth gives B(u). The derivative with respect to u is

B′(u) = ∫ g(z) · [z/(ℓu²)] · e^(−z/(ℓu)) dz,

because d(−z/(ℓu))/du = +z/(ℓu²). At u = 1 this is

B′(1) = (1/ℓ) ∫ z g(z) e^(−z/ℓ) dz = Bβ.

The Taylor expansion about u = 1 is B(u) = B(1) − B′(1)(1 − u) + …, which is the stated result. The fraction defining β is a mean of z/ℓ in which each depth is weighted by the number of electrons that survive from it. ∎

The formula for B(u) contains no additional factor u for the flux through the interface. Each excited electron is followed once from its birth, so its speed along the normal does not count again. The flux factor appears by itself when a thick metal is excited uniformly near the interface. With g equal to a constant g₀ over many mean free paths,

B(u) = g₀ ∫₀^∞ e^(−z/(ℓu)) dz = g₀ℓu.

This is proportional to u, and comparison with Lemma 3 gives B = g₀ℓ and β = 1.

Lemma 4 (escape probability). Let ε = E − Φ. An electron excited to energy E = Φ + ε leaves the metal with probability

G(ε) = (Bμ/4W) · { ε − (ε²/W)·[1 − μ(1 − β)/4] } + O(ε³).

Proof. By A2, u is uniformly distributed between −1 and 1, with density ½. Lemma 2 admits the values from u_c = √(1 − s) to 1. Hence

G = ½ ∫ from u_c to 1 of B(u) du.

Let δ = 1 − u_c. Inserting Lemma 3 and integrating over v = 1 − u from 0 to δ gives

G = ½B ∫₀^δ (1 − βv) dv + O(δ³)
= ½B·(δ − βδ²/2) + O(δ³).

The width δ follows from (1 − δ)² = 1 − s. Expanding the square gives 2δ − δ² = s, or

δ = s/2 + δ²/2.

To first order δ = s/2. Putting this value into the last term gives

δ = s/2 + s²/8 + O(s³).

To the same order δ² = s²/4. Therefore

G = ½B·[s/2 + s²/8 − βs²/8] + O(s³)
= (B/4)·[s + (1 − β)s²/4] + O(s³).

Next s must be written in terms of ε. Since E_F + E = E_F + Φ + ε = W + ε,

s = με/(W + ε) = (μ/W)·(ε − ε²/W) + O(ε³),

s² = μ²ε²/W² + O(ε³).

Substitution gives

G = (B/4)·[ με/W − με²/W² + (1 − β)μ²ε²/(4W²) ] + O(ε³).

Taking μ/W out of the bracket gives the lemma. ∎

The leading term Bμε/(4W) has a simple origin. The sphere of directions has solid angle 4π, and a narrow cone of half-angle θ_c has solid angle πθ_c². The fraction is θ_c²/4, with θ_c² ≈ s ≈ με/W. Multiplication by the arrival probability B gives the leading term. The cone opens linearly with the excess energy because momentum grows as the square root of energy and solid angle grows as the square of transverse momentum.

Proof of the theorem. The yield is the probability of excitation to E, multiplied by the probability of escape, and summed over energies from Φ to hν:

Y = ∫ from Φ to hν of p(E) G(E − Φ) dE
= (1/hν) ∫₀^Δ G(ε) dε.

With Lemma 4 and the integrals ∫₀^Δ ε dε = Δ²/2 and ∫₀^Δ ε² dε = Δ³/3,

Y = (Bμ/(4W hν)) · { Δ²/2 − (Δ³/3W)·[1 − μ(1 − β)/4] } + O(Δ⁴).

Taking Δ²/2 out of the braces multiplies the second term by 2/Δ²:

Y = (BμΔ²/(8W hν)) · { 1 − (2Δ/3W)·[1 − μ(1 − β)/4] + O(Δ²) }.

The coefficient of Δ in the braces is κ. ∎

Remark on the factor hν. The result is a square law for Y·hν. The factor 1/hν is the probability density of the excited energy, and it falls slowly while the square rises. It tends to 1/Φ at threshold, so Y also has the limiting power two. Over a finite range of photon energies, however, √Y is curved even when the leading law holds without correction.

Remark on the correction. For the uniformly excited thick metal, β = 1 and κ = −2/(3W). The correction then comes from the growth of the metal kinetic energy W + ε, which narrows the cone at a given excess energy. For other depth profiles the term μ(1 − β)/4 records two further effects: the solid angle beyond the small-angle approximation, and the longer path of an oblique electron. The expansion needs Δ ≪ W, s ≪ 1 and βs ≪ 1. A large μ can make the second condition the stricter one.

Proposition 1 (what the energy-independent density does). If the initial and final densities D_i and D_f are continuous, with D_i nonzero at the Fermi level and D_f nonzero at Φ, the power two remains and the prefactor changes. If instead the initial density vanishes as (−E_i)^n at the upper edge of the occupied states, with n > 0, the power becomes n + 2, for the same escape cone and Δ measured from that edge.

Proof. For general densities and a constant matrix element,

p(E) = D_i(E − hν) D_f(E) / N(hν),

N(hν) = ∫ from 0 to hν of D_i(E′ − hν) D_f(E′) dE′.

For emission, E lies between Φ and Φ + Δ, and E − hν lies between −Δ and 0. As Δ → 0 continuity lets the numerator be replaced by D_i(0)D_f(Φ), so that

Y → [D_i(0) D_f(Φ)/N(Φ)] · BμΔ²/(8W).

In the second case the initial energy is E − hν = ε − Δ, and the density supplies a factor (Δ − ε)^n. With v = Δ − ε the energy integral is

∫₀^Δ ε(Δ − ε)^n dε = ∫₀^Δ (Δ − v)v^n dv
= Δ^(n+2)·[1/(n + 1) − 1/(n + 2)]
= Δ^(n+2)/[(n + 1)(n + 2)].

The other factors are constant at leading order. ∎

For n = 0 the integral returns Δ²/2. The energy-independent density thus enters in two ways. For the square law it is enough that the densities are continuous and nonzero, the initial one at the Fermi level and the final one at Φ. The prefactor 1/hν was derived from flatness over the full photon energy, which is a stronger condition.

Proposition 2 (thin gate lit from its free face). Let the gate have thickness d and let the absorbed light decay as e^(−y/a) with distance y = d − z from the free face. Interference and light reflected at the oxide are left out. Then

B(u) = e^(−d/a)(e^(rd) − 1) / [a r (1 − e^(−d/a))],

r = 1/a − 1/(ℓu).

Proof. The normalization integral of e^(−(d − z)/a) from z = 0 to d is a(1 − e^(−d/a)). Hence

g(z) = e^(−(d − z)/a) / [a(1 − e^(−d/a))].

Multiplication by e^(−z/(ℓu)) leaves e^(−d/a)e^(rz) in the numerator. Its integral over z is e^(−d/a)(e^(rd) − 1)/r, which gives the result. If r = 0, the quotient (e^(rd) − 1)/r is replaced by its limit d. ∎

When ℓ becomes very long at fixed d and a, r tends to 1/a and B tends to one, as it should. When ℓ is much shorter than both a and d, r tends to −1/ℓ at u = 1, and B tends to ℓg(0): the arriving electrons then come from a layer about one mean free path thick at the interface.

In the classical model, at zero temperature and with every electron inside the escape cone transmitted, Y·hν grows as Δ² just above threshold, with a first relative correction κΔ. It remains to treat the lowering of the barrier by the field and image force, finite temperature and quantum transmission, and to estimate their effects in a worked example.
